# Two-centre Dirac equation: midpoint multipoles, coupled radial channels and the shell monopole

## Theorem

Atomic units are used: \(\hbar=m_e=e=1\), and \(c\) is the speed of light. Two point nuclei with charges \(Z_1,Z_2<c\) are held fixed at \(z=+a\) and \(z=-a\), where \(a=R/2\). One electron moves in their electrostatic field \(V\), and its energy \(\varepsilon\) is counted from the rest energy:

\[
\left[c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V\right]\psi=\varepsilon\psi .
\]

Let \(r_<=\min(r,a)\) and \(r_>=\max(r,a)\).

**(i) Potential.** For \(r\ne a\),

\[
V=\sum_{L=0}^{\infty}V_L(r)P_L(\cos\theta),\qquad
V_L=-\left[Z_1+(-1)^LZ_2\right]\frac{r_<^L}{r_>^{L+1}} .
\]

**(ii) Radial equations.** The projection \(\mu\) of the angular momentum on the axis is conserved. With

\[
\psi=\frac1r\sum_\kappa\begin{pmatrix}P_\kappa(r)\,\chi_{\kappa\mu}\\ iQ_\kappa(r)\,\chi_{-\kappa\mu}\end{pmatrix},
\]

the radial functions obey

\[
c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q_\kappa+\sum_{\kappa'}W_{\kappa\kappa'}P_{\kappa'}=\varepsilon P_\kappa ,
\]
\[
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P_\kappa+\sum_{\kappa'}W_{\kappa\kappa'}Q_{\kappa'}-2c^2Q_\kappa=\varepsilon Q_\kappa ,
\]
\[
W_{\kappa\kappa'}=\sum_LA^L_{\kappa\kappa'}V_L,\qquad A^L_{\kappa\kappa'}=\langle\chi_{\kappa\mu}|P_L|\chi_{\kappa'\mu}\rangle .
\]

**(iii) Monopole.** The term \(V_0=-(Z_1+Z_2)/\max(r,R/2)\) is the electron's potential energy in the field of a uniformly charged shell of radius \(R/2\) and total charge \(Z_1+Z_2\). This holds for unequal charges too.

## The potential and the shell

**Proof of (i).** The distance from the nucleus at \(z=+a\) satisfies

\[
|\mathbf r-a\hat{\mathbf z}|^2=r^2+a^2-2ra\cos\theta=r_>^2(1-2t\cos\theta+t^2),\qquad t=\frac{r_<}{r_>} .
\]

For \(r\ne a\) we have \(t<1\), and the Legendre generating function \((1-2xt+t^2)^{-1/2}=\sum_Lt^LP_L(x)\) gives

\[
\frac1{|\mathbf r-a\hat{\mathbf z}|}=\sum_L\frac{r_<^L}{r_>^{L+1}}P_L(\cos\theta).
\]

The other nucleus is reached by \(\cos\theta\to-\cos\theta\), and \(P_L(-x)=(-1)^LP_L(x)\). Multiplying by \(-Z_1\) and \(-Z_2\) and adding gives (i). ∎

**Proof of (iii).** The electrostatic potential belonging to \(V_0\) is \(\Phi_0=-V_0\), because the electron has charge \(-1\). With \(Z=Z_1+Z_2\),

\[
\Phi_0=\frac Za\ (r<a),\qquad \Phi_0=\frac Zr\ (r>a).
\]

By Gauss's law the charge inside radius \(r\) is \(-r^2\Phi_0'\). It is zero for \(r<a\) and \(Z\) for \(r>a\), so all the charge lies at \(r=a\). The jump of the field fixes the surface density:

\[
4\pi\sigma=\Phi_0'(a^-)-\Phi_0'(a^+)=\frac{Z}{a^2},\qquad \sigma=\frac{Z}{4\pi a^2}.
\]

This is a uniform shell of total charge \(4\pi a^2\sigma=Z\). ∎

The reason is geometrical. Averaging over the direction of \(\mathbf r\) at fixed \(r\) has the same effect as averaging over the direction of the nucleus. Each nucleus is thereby smeared over the sphere through its own position, and about the midpoint both spheres have radius \(R/2\). The shell describes the average field; the real charges remain two points.

## Spinor harmonics

Let \(l=\kappa\) for \(\kappa>0\) and \(l=-\kappa-1\) for \(\kappa<0\), so that \(j=|\kappa|-\tfrac12\). Define

\[
\chi_{\kappa\mu}=\begin{pmatrix}u\,Y_{l,\mu-1/2}\\ d\,Y_{l,\mu+1/2}\end{pmatrix},\qquad
w_\pm=\sqrt{\frac{l+\frac12\pm\mu}{2l+1}},
\]

with \((u,d)=(w_+,w_-)\) for \(\kappa<0\) and \((u,d)=(-w_-,w_+)\) for \(\kappa>0\).

**Lemma 1.** \(\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa\mu}=-(\kappa+1)\chi_{\kappa\mu}\).

*Proof.* The diagonal elements of \(\boldsymbol\sigma\cdot\mathbf L\) are \(\pm L_z\), and the off-diagonal ones are \(L_\mp\). On the coefficients it acts as

\[
\begin{pmatrix}\mu-\frac12&s\\ s&-\mu-\frac12\end{pmatrix}\begin{pmatrix}u\\ d\end{pmatrix},\qquad s=\sqrt{(l+\tfrac12)^2-\mu^2}.
\]

For \(\kappa<0\), \(sd=(l+\frac12-\mu)u\) and \(su=(l+\frac12+\mu)d\). Both rows then give the factor \(l=-(\kappa+1)\). For \(\kappa>0\), \(sd=-(l+\frac12+\mu)u\) and \(su=-(l+\frac12-\mu)d\), and both rows give \(-(l+1)=-(\kappa+1)\). ∎

**Lemma 2.** With \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\), \(\sigma_r\chi_{\kappa\mu}=-\chi_{-\kappa\mu}\).

*Proof.* The operator \(\sigma_r\) commutes with \(\mathbf J\), reverses parity and satisfies \(\sigma_r^2=1\). It therefore maps \(\chi_{\kappa\mu}\) to a phase times the other spinor with the same \(j,\mu\), namely \(\chi_{-\kappa\mu}\). To find the phase, take \(\mu=\frac12\) and \(\theta=0\), where \(Y_{l0}=\sqrt{(2l+1)/4\pi}\) and harmonics with \(m\neq0\) vanish. Then

\[
\chi_{\kappa,1/2}=\begin{pmatrix}-\operatorname{sgn}(\kappa)\sqrt{|\kappa|/4\pi}\\0\end{pmatrix},
\]

and \(\sigma_r=\sigma_z\) leaves it unchanged. Since \(\chi_{-\kappa,1/2}\) has the opposite sign there, the phase is \(-1\).

The phase is the same for every \(\mu\) if \(J_+\) raises \(\chi_{\kappa\mu}\) with a positive coefficient for both signs of \(\kappa\). For \(\kappa<0\) this is seen in the upper component, where \(u,d>0\) and both contributions are positive. For \(\kappa>0\) it is seen in the lower component, where \(d>0\) before and after raising. ∎

**Lemma 3.**

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_{\kappa\mu}=\frac ir\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa\mu}.
\]

*Proof.* The Pauli product rule gives

\[
\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)=-i\partial_r+\frac ir\boldsymbol\sigma\cdot\mathbf L .
\]

Multiplication by \(\sigma_r\) from the left yields \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\). By Lemma 1,

\[
\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right)\frac Pr\chi_{\kappa\mu}
=\left(\frac{P'}r-\frac P{r^2}+\frac{(\kappa+1)P}{r^2}\right)\chi_{\kappa\mu}
=\frac1r\left(P'+\frac\kappa rP\right)\chi_{\kappa\mu}.
\]

Finally \(-i\sigma_r\chi_{\kappa\mu}=+i\chi_{-\kappa\mu}\) by Lemma 2. ∎

## Proof of the coupled equations

The potential is unchanged by rotations about the axis, so \(J_z\) is conserved and one value of \(\mu\) suffices. Write \(\psi_U,\psi_D\) for the upper and lower halves of \(\psi\). Then

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_D+V\psi_U=\varepsilon\psi_U,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_U+(V-2c^2)\psi_D=\varepsilon\psi_D .
\]

Lemma 3 with \(\kappa\to-\kappa\) gives

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{iQ_\kappa}r\chi_{-\kappa\mu}=i\cdot\frac ir\left(Q_\kappa'-\frac\kappa rQ_\kappa\right)\chi_{\kappa\mu}
=\frac1r\left(-Q_\kappa'+\frac\kappa rQ_\kappa\right)\chi_{\kappa\mu}.
\]

Insert this in the first equation, multiply by \(r\), and project on \(\chi_{\kappa\mu}\). The result is the first radial equation, with \(W_{\kappa\kappa'}=\langle\chi_{\kappa\mu}|V|\chi_{\kappa'\mu}\rangle\).

In the second equation Lemma 3 produces a factor \(i\), and so does every term in \(\psi_D\). Multiplying by \(r/i\) and projecting on \(\chi_{-\kappa\mu}\) gives the second radial equation, but with angular elements \(A^L_{-\kappa,-\kappa'}\). These equal the former ones, because \(P_L(\cos\theta)\) commutes with \(\sigma_r\):

\[
A^L_{-\kappa,-\kappa'}=\langle\sigma_r\chi_{\kappa\mu}|P_L|\sigma_r\chi_{\kappa'\mu}\rangle=\langle\chi_{\kappa\mu}|P_L\sigma_r^2|\chi_{\kappa'\mu}\rangle=A^L_{\kappa\kappa'} .
\]

The two minus signs of Lemma 2 cancel, so one matrix \(W\) serves both components. ∎

## Which channels couple

**Lemma 4.** \(A^L_{\kappa\kappa'}\) vanishes unless \(l+l'+L\) is even and \(|j-j'|\le L\le j+j'\).

*Proof.* Parity gives the first rule. Next, multiplying \(Y_{l'm}\) by \(\cos\theta\) changes \(l'\) by one unit up or down. A polynomial of degree \(L\) therefore reaches no further than \(|l-l'|\le L\). Also, \(Y_{lm}^*Y_{l'm}\) is a polynomial in \(\cos\theta\) of degree \(l+l'\), hence orthogonal to \(P_L\) for \(L>l+l'\). So \(|l-l'|\le L\le l+l'\).

The same condition must hold for the pair \((-\kappa,-\kappa')\), since its element is equal. A negative \(\kappa\) has \(l=j-\frac12\), a positive one \(l=j+\frac12\). If the signs agree, the two conditions together give \(|j-j'|\le L\le j+j'-1\). If they differ, \(l-l'\) takes the values \(j-j'\pm1\) in the two pairs, which gives \(|j-j'|+1\le L\le j+j'\). Both ranges lie inside the stated one. ∎

The sum over \(L\) in each \(W_{\kappa\kappa'}\) is thus finite. For equal charges, odd \(L\) is absent and channels with even and odd \(l\) separate. The set containing \(\kappa=-1\) is \(-1,2,-3,4,-5,\ldots\)

As an explicit case take \(\mu=\frac12\) and \(\kappa=-1\), for which \(\chi=(1/\sqrt{4\pi},0)^T\). Since \(P_2=\sqrt{4\pi/5}\,Y_{20}\), the coefficient is \(A^2_{-1,\kappa'}=u_{\kappa'}/\sqrt5\):

\[
A^2_{-1,2}=-\frac{\sqrt2}5=-0.2828,\qquad A^2_{-1,-3}=\frac{\sqrt3}5=0.3464 .
\]

The first radial equation for this channel and equal charges begins

\[
-c\left(Q_{-1}'+\frac{Q_{-1}}r\right)+V_0P_{-1}+V_2\left(-\frac{\sqrt2}5P_2+\frac{\sqrt3}5P_{-3}\right)+\cdots=\varepsilon P_{-1}.
\]

## The monopole approximation and its limits

Keeping \(L=0\) alone gives \(W_{\kappa\kappa'}=\delta_{\kappa\kappa'}V_0\), and the channels decouple.

**Near the origin.** Inside the shell \(V_0\) is constant. For \(\kappa=-1\) put \(P\simeq pr\), \(Q\simeq qr^2\). The first equation gives \(-3cq+V_0p=\varepsilon p\), so \(q=(V_0-\varepsilon)p/3c\), and the solution is regular. A single point charge \(Z\) behaves differently. With \(P\simeq pr^s\), \(Q\simeq qr^s\), the leading terms are

\[
-c(s+1)q=Zp,\qquad c(s-1)p=Zq,
\]

whence \(s^2=1-Z^2/c^2\), which turns negative for \(Z>c\). The monopole equation with \(R>0\) stays regular even if \(Z_1+Z_2>c\). Regularity alone does not ensure that the lowest level stays above the negative continuum at \(\varepsilon=-2c^2\).

**Small \(R\).** For \(r>a\), \(V_0\) is the potential of the united nucleus. The first anisotropic term is the dipole \(-(Z_1-Z_2)a/r^2\) for unequal charges, and the quadrupole \(-(Z_1+Z_2)a^2/r^3\) for equal ones. Both vanish at fixed \(r\) as \(a\to0\).

**Large \(R\).** A discrete monopole level with \(-2c^2<\varepsilon<0\) must lie above the bottom of the well. To see this, multiply the first equation by \(P\), integrate by parts, and use the second:

\[
\int(\varepsilon-V_0)P^2dr=c\int Q\left(P'+\frac\kappa rP\right)dr=\int(\varepsilon+2c^2-V_0)Q^2dr .
\]

The right side is positive because \(V_0\le0\). If \(\varepsilon\) were below \(-(Z_1+Z_2)/a\), the left side would be negative, a contradiction. As \(R\to\infty\) the well depth \(2(Z_1+Z_2)/R\) goes to zero, and so does the monopole binding. The true lowest level tends instead to the ground level of the larger charge alone, which stays finite. For equal charges a state of definite parity is shared equally between the two nuclei, and the lowest energy tends to that same one-centre level. The monopole approximation therefore fails.

**First-order correction.** By Lemma 4, \(A^L_{-1,-1}=0\) for \(L>0\). The higher multipoles do not shift a \(\kappa=-1\) monopole level in first order; they act first in second order, by mixing in other channels.

**Another origin.** With nuclei at distances \(d_1,d_2\) on opposite sides of the origin, the same averaging gives

\[
V_0=-\frac{Z_1}{\max(r,d_1)}-\frac{Z_2}{\max(r,d_2)} .
\]

The choice \(Z_1d_1=Z_2d_2\) removes the dipole outside both nuclei, but unequal charges then give two shells instead of one.

## Worked example

Take round charges \(Z_1=Z_2=40\), \(R=0.01\) Å, and the lowest state with \(\mu=\frac12\). The shell radius is 0.005 Å, and inside it \(V_0=-230\,394\) eV. The numerical output gives the following energies.

| Channels | Energy (eV) |
|---|---|
| monopole, \(\kappa=-1\) | −68 710 |
| up to \(l=2\) | −70 223 |
| up to \(l=4\) | −70 431 |
| up to \(l=10\) | −70 528 |
| Gaussians on both nuclei | −70 552 |

The last row is a four-component calculation that makes no midpoint expansion. It has a finite basis of its own and serves as a reference, not as the exact energy. The coupled result, −70 528 eV or −2591.8 hartree, differs from it by 24 eV, or 0.03% of the reference energy. The monopole level lies \(70\,552-68\,710=1842\) eV above the reference, which is 2.6% of the reference energy. The two \(l=2\) channels recover \(70\,223-68\,710=1513\) eV, about 82% of this.

The remaining gain is slow: going from \(l=8\) to \(l=10\) still lowers the energy by 12 eV. A likely reason is visible in \(V_L\). At \(r=a\) its size for even \(L\) is \((Z_1+Z_2)/a\), whatever \(L\) is, and near the shell

\[
\left(\frac{r_<}{r_>}\right)^L\simeq e^{-L|r-a|/a}.
\]

High multipoles do not weaken there; they become narrower, as they must to build the two point singularities.

With channels up to \(l=10\) the weights are 99.38% for \(\kappa=-1\), 0.209% for \(\kappa=2\) and 0.381% for \(\kappa=-3\); the cutoff in \(l\) still affects each by about one unit in the last digit. In the nonrelativistic limit spin is conserved, and the \(l=2\) part of this state is \(Y_{20}\) with spin up. Its weights in \(\kappa=-3\) and \(\kappa=2\) are then \(u^2=\frac35\) and \(\frac25\), a ratio of 1.5. The computed ratio is \(0.381/0.209=1.82\), so the departure from 1.5 is a relativistic effect within this model.

The monopole shortfall in binding, relative to the Gaussian reference, grows with distance:

| \(R\) (Å) | Shortfall (%) |
|---|---|
| 0.002 | 0.26 |
| 0.005 | 1.0 |
| 0.010 | 2.6 |
| 0.020 | 6.0 |

Now take charges 50 and 30 at \(R=0.01\) Å. Their sum is again 80, so the monopole energy is the same, −68 710 eV. The reference energy is −72 058 eV, and the coupled equations with \(|\kappa|\le12\) give −72 021 eV, a difference of 37 eV, or 0.05% of the reference energy. All even \(V_L\) depend on \(Z_1+Z_2\) alone and are unchanged from the equal-charge case. The drop of the reference energy by \(72\,058-70\,552=1506\) eV is therefore due to the odd multipoles. The monopole shortfall rises to 3348 eV, or 4.6% of the reference energy.

## Remark on collisions

The equations describe the electron at one frozen internuclear distance. In a collision \(R\) changes with time and the axis turns; the turning couples different \(\mu\), and the moving charges also produce magnetic fields. These effects, finite nuclear size, quantum-electrodynamic corrections and other electrons are left out. A spherical nucleus of radius \(\rho<R/2\) turns the infinitely thin shell of the monopole into a layer between \(r=R/2-\rho\) and \(r=R/2+\rho\). This layer is thin compared with its radius only while \(R/2\) is large compared with \(\rho\).

## Computed values

```
largest relative error of multipole series: 6.7e-16
largest error of angular coefficients: 1.3e-14
largest error of radial sigma.p form: 2.9e-11
enclosed charge of averaged field, Z1=50, Z2=30 (units of e):
  r = 0.80 R/2: 0.0000
  r = 1.25 R/2: 80.0000
quadrupole coefficients, mu=1/2:
  kappa -1 with  2: -0.282843
  kappa -1 with -3: 0.346410
main example: Z1 = Z2 = 40, R = 0.01 angstrom
shell radius R/2: 0.0050 angstrom
potential energy inside shell: -230394 eV
monopole energy, splines:  -68709.69 eV
monopole energy, shooting: -68709.69 eV
l_max, number of channels, energy (eV):
   0   1  -68709.7
   2   3  -70222.6
   4   5  -70431.3
   6   7  -70491.0
   8   9  -70515.5
  10  11  -70527.8
two-centre Gaussian energy: -70551.9 eV
coupled energy, l_max=10: -2591.849 hartree
coupled minus Gaussian: 24.1 eV
monopole minus Gaussian: 1842.2 eV
channel weights at l_max=10 (percent):
  kappa -1: 99.3758
  kappa  2: 0.2089
  kappa -3: 0.3806
  kappa  4: 0.0108
  kappa -5: 0.0167
R (angstrom), monopole, coupled l_max=10, Gaussian (eV),
  monopole shortfall in binding (percent of Gaussian):
  0.002 -91490.8 -91722.6 -91725.8 0.256
  0.005 -81971.4 -82810.1 -82821.4 1.026
  0.010 -68709.7 -70527.8 -70551.9 2.611
  0.020 -51636.1 -54878.9 -54930.5 5.997
unequal charges 50 and 30, R = 0.01 angstrom:
  monopole energy: -68709.7 eV
  all |kappa| up to  4: -71678.3 eV
  all |kappa| up to  8: -71972.7 eV
  all |kappa| up to 12: -72021.0 eV
  two-centre Gaussians: -72058.1 eV
```
